# One-parameter shooting for layer growth in a three-phase diffusion couple

A computed diffusion profile can conserve solute to rounding error and still have both phase fronts in the wrong place. Take a couple in which a phase β grows between two end phases α and γ. The naive scheme guesses the two front positions, solves the diffusion equation in each phase between its known boundary compositions, and moves the fronts until the total solute agrees with what was there at the start.

Here is such a result. The solute fractions are 0 and 0.3 at the ends of α, 0.4 and 0.6 in β, 0.75 and 1.0 in γ, with constant diffusivities 0.3, 1.0 and 0.5 in a common unit. The first front constant was displaced by 0.1 from its correct value and the second adjusted until total solute was conserved. The total error is then $-7\times10^{-15}$, yet the solute balances at the fronts are violated by $-0.061$ and $+0.061$. One condition has been asked to fix two unknowns.

## What must hold at each front

Let $c(x,t)$ be the atomic fraction of solute, $c_L$ far to the left and $c_R>c_L$ far to the right, with a sharp weld at $x=0$ when $t=0$. Assume equal atomic volumes, constant temperature, planar geometry, ends too thick to be exhausted, and a β layer that nucleates at once. Assume also local equilibrium, so that the compositions beside the fronts are fixed: $c_\alpha$ and $c_{\beta1}$ at the first, $c_{\beta2}$ and $c_\gamma$ at the second, with $c_L<c_\alpha<c_{\beta1}<c_{\beta2}<c_\gamma<c_R$. The interdiffusivity $D(c)>0$ may vary within each phase. No $\hbar$ or electron mass enters, so the equations read the same in atomic units.

The solute flux is $J=-D\,\partial c/\partial x$, and $\partial c/\partial t=-\partial J/\partial x$. No length is given in the problem, so we seek $c$ as a function of $\lambda=x/\sqrt t$. A prime on a function of $\lambda$ means $d/d\lambda$. Then

$$\frac{\partial c}{\partial t}=-\frac{\lambda}{2t}c',\qquad \frac{\partial}{\partial x}\left(D\frac{\partial c}{\partial x}\right)=\frac1t(Dc')'.$$

With $u=Dc'$, which is $-\sqrt t\,J$ and counts flow to the left as positive, equating the two gives

$$c'=\frac uD,\qquad u'=-\frac{\lambda}{2}c'=-\frac{\lambda u}{2D}. \tag{1}$$

The second equation makes $u$ an initial value times an exponential, so $u$ keeps its sign within a phase and $c$ is monotone there.

A front at $x=k\sqrt t$ moves at $v=k/(2\sqrt t)$. In a time $dt$ it converts a strip $v\,dt$ from the right-hand composition $c_+$ to the left-hand one $c_-$. The solute gained, $(c_--c_+)v\,dt$, must equal the net inflow $(J_--J_+)dt$. Write $[f]=f_+-f_-$. Then $v[c]=[J]$, and multiplying by $\sqrt t$ gives the Stefan balance

$$[u]=-\frac k2[c]. \tag{2}$$

For trial fronts $k_1,k_2$ that need not satisfy it, define the residuals $R_i=-[u]_i-\tfrac12k_i[c]_i$.

## Why total solute is not enough

Let $c_0$ be the initial step profile. Integrate its difference from $c$ by parts, counting the jumps of $c$ at the fronts. The jump of $c_0$ lies at $\lambda=0$ and has zero weight:

$$M_0=\int(c-c_0)\,d\lambda=-\sum_{\rm phases}\int\lambda c'\,d\lambda-\sum_i k_i[c]_i.$$

By (1), $-\lambda c'=2u'$. Since $u$ vanishes at both far ends, the integrals of $u'$ over the three phases add up to $-\sum_i[u]_i$. Hence

$$M_0=-2\sum_i[u]_i-\sum_ik_i[c]_i=2(R_1+R_2). \tag{3}$$

Total solute sees the sum of the residuals. Equal and opposite errors cancel, as in the opening example.

The first moment supplies what is missing. By parts again,

$$M_1=\int\lambda(c-c_0)\,d\lambda=-\frac12\sum_{\rm phases}\int\lambda^2c'\,d\lambda-\frac12\sum_ik_i^2[c]_i.$$

Now $-\tfrac12\lambda^2c'=\lambda u'$. Integrating $\lambda u'$ over the phases gives the boundary terms $-\sum_ik_i[u]_i$ minus $\int u\,d\lambda$, and $u\,d\lambda=D\,dc$. Therefore

$$M_1+\sum_{\rm phases}\int D\,dc=k_1R_1+k_2R_2. \tag{4}$$

The integral of $D$ is known before anything is solved. Writing $N$ for the left side of (4), equations (3) and (4) give

$$R_1=\frac{k_2M_0/2-N}{k_2-k_1},\qquad R_2=\frac{N-k_1M_0/2}{k_2-k_1}.$$

Two moments thus recover both residuals as long as the layer has a finite thickness. In the opening example $N=0.053$, and the false solution is exposed. The identities assume that (1) holds inside the phases; otherwise integration errors enter the moments too.

## Reducing two unknowns to one

A repaired naive scheme would search for $k_1$ and $k_2$ together, solving boundary-value problems in all three phases at each trial. The search can be reduced to one unknown by letting the fronts be outcomes. Start in the left tail and integrate (1) to the right. Where $c$ reaches $c_\alpha$, read off $k_1$, apply (2), and restart at $c_{\beta1}$. Where $c$ reaches $c_{\beta2}$, read off $k_2$, apply (2) again, and continue from $c_\gamma$. Both balances are built into the shot, and one requirement remains: the final composition must be $c_R$.

The free parameter comes from the tail. Close to $c_L$ the diffusivity is nearly $D_L=D(c_L)$, and the solution of (1) that tends to $c_L$ is

$$c-c_L=A\,\mathrm{erfc}\left(\frac{-\lambda}{2\sqrt{D_L}}\right),\qquad u=A\sqrt{\frac{D_L}{\pi}}\,e^{-\lambda^2/4D_L}.$$

The amplitude $A$ is a poor unknown. In the brass example below, the exponential at the starting point is about $10^{-158}$. Instead, fix a small excess $\varepsilon=10^{-8}$ and let the unknown be the position $\lambda_s$ where $c=c_L+\varepsilon$. Dividing $u$ by $c-c_L$ eliminates $A$:

$$u(\lambda_s)=\varepsilon\sqrt{\frac{D_L}{\pi}}\,\frac1{\mathrm{erfcx}(z)},\qquad z=\frac{-\lambda_s}{2\sqrt{D_L}}, \tag{5}$$

where $\mathrm{erfcx}(z)=e^{z^2}\mathrm{erfc}(z)$ has no extreme magnitudes for $z\ge0$.

On the right, stop at a point $\lambda_e$ where $u$ has fallen to a tiny $u_e$. Beyond it $D$ is nearly constant and $u=u_e e^{-(\lambda^2-\lambda_e^2)/4D}$. Integrating $c'=u/D$ to infinity gives

$$c_\infty=c_e+u_e\sqrt{\frac{\pi}{D}}\,\mathrm{erfcx}\left(\frac{\lambda_e}{2\sqrt D}\right).$$

Poor trials also need a meaning. If $u$ dies out inside α or β, the same formula gives a final composition that is too low. If it would reach zero inside a gap entered at composition $c_-$ with flow $u_-$, equation (2) places the zero at $c_-+2u_-/\lambda$, which is taken as the final composition. If $c$ exceeds $c_R$ by 0.02, the shot is stopped and counted as too high.

## Why the search cannot go astray

Use $c$ instead of $\lambda$ as the variable. Dividing the equations in (1),

$$\frac{du}{dc}=-\frac\lambda2,\qquad \frac{d\lambda}{dc}=\frac Du,\qquad\text{so}\qquad \frac{d^2u}{dc^2}=-\frac{D}{2u}. \tag{6}$$

The Stefan balance says that $u$ changes across a gap with constant slope $-k/2$. That is (6) with $D=0$, and the slope joins continuously to those on either side. The whole couple, fronts included, is one concave curve $u(c)$ that vanishes at $c_L$ and $c_R$. The layer thickness in $\lambda$ is

$$k_2-k_1=\int_{c_{\beta1}}^{c_{\beta2}}\frac Du\,dc>0,$$

so in this model a nucleated β layer always grows.

Compare two shots, the second with the more negative $\lambda_s$. Since $\mathrm{erfcx}$ decreases, (5) gives the second the larger $u$ at $c_L+\varepsilon$, and its slope $-\lambda_s/2$ is larger too. Their difference $w=u_2-u_1$ obeys

$$\frac{d^2w}{dc^2}=\frac D2\left(\frac1{u_1}-\frac1{u_2}\right)=\frac{D\,w}{2u_1u_2}\ge0,$$

so $w$ starts positive and rising and keeps rising. The first curve reaches zero at a lower $c$ than the second. The final composition, which is where $u$ vanishes, therefore increases steadily as $\lambda_s$ is made more negative.

A bracket exists. At $\lambda_s=0$ the tail has $A=\varepsilon$ and ends at $c_L+2\varepsilon$, too low. For large $|\lambda_s|$ the slope starts at $|\lambda_s|/2$. While it stays above $|\lambda_s|/4$, $u$ exceeds $|\lambda_s|(c-c_L)/4$, and by (6) the slope has lost at most $(2D_{\max}/|\lambda_s|)\ln[(c-c_L)/\varepsilon]$. For large enough $|\lambda_s|$ this is less than $|\lambda_s|/4$ all the way past $c_R$, so the shot ends too high. A bracketing root finder must then succeed, and there is one root.

The same argument shows that the couple has no second solution of this monotone kind. If two curves vanished at both ends and differed, their difference, with the sign chosen to make it positive somewhere, would be convex on an interval where it is positive and zero at both ends of that interval, which is impossible.

## Checks by other routes

For constant diffusivities the flows at the fronts are known in closed form. With $D_1,D_2,D_3$ in α, β, γ,

$$u_\alpha=(c_\alpha-c_L)\sqrt{\frac{D_1}\pi}\frac{e^{-k_1^2/4D_1}}{\mathrm{erfc}(-k_1/2\sqrt{D_1})},\qquad u_\gamma=(c_R-c_\gamma)\sqrt{\frac{D_3}\pi}\frac{e^{-k_2^2/4D_3}}{\mathrm{erfc}(k_2/2\sqrt{D_3})},$$

$$u_\beta(k)=(c_{\beta2}-c_{\beta1})\sqrt{\frac{D_2}\pi}\frac{e^{-k^2/4D_2}}{\mathrm{erf}(k_2/2\sqrt{D_2})-\mathrm{erf}(k_1/2\sqrt{D_2})}.$$

Inserting them in (2) leaves two equations for $k_1$ and $k_2$. For the opening couple, their root and the shooting result differ by at most $2\times10^{-10}$.

To test the similarity form itself, the same couple was given diffusivities $0.3e^{2c}$, $e^{1.5(c-0.5)}$ and $0.5e^{-(c-0.75)}$. The equation $\partial c/\partial t=\partial^2\Psi/\partial x^2$ was marched from the sharp weld to $t=1$ on cells of width 0.0125. Here $\Psi=\int D\,dc$ is constant across each gap, and no front condition is imposed. The fronts arrived at $-0.481$ and $0.553$; shooting gives $-0.482$ and $0.555$, a difference well below one cell.

A third route solves (6) directly, without $\lambda$. Linear elements turn it into $Ku=m/(2u)$, where $K$ is the tridiagonal matrix of $-d^2/dc^2$, $m_i$ is the integral of $D$ against the $i$-th hat function, and the division is done node by node. Newton's step for $F=Ku-m/(2u)$ is $F'u_{\rm new}=F'u-F$ with $F'=K+\mathrm{diag}(m/2u^2)$, or

$$\left[K+\mathrm{diag}\left(\frac{m}{2u^2}\right)\right]u_{\rm new}=\frac mu.$$

The inverse of this matrix has no negative entries, so $u$ stays positive. The slopes in the gaps give $k=-2\,du/dc$.

## Copper joined to γ-brass

Consider copper welded to γ-brass and held at 950 K for 3600 s, with zinc as the solute. The system suits the method because zinc diffusion in α-brass rises steeply with zinc content and β-brass is much faster. The model compositions are 0 and 0.36 in α, 0.40 and 0.53 in β, 0.59 and 0.66 in γ. From the low-zinc to the high-zinc edge, $D$ rises exponentially from $2.0\times10^{-11}$ to $1.05\times10^{-9}$ cm²/s in α, from $1.0\times10^{-7}$ to $1.68\times10^{-7}$ in β, and from $5.0\times10^{-8}$ to $7.1\times10^{-8}$ in γ.

With $D_{\rm ref}=10^{-7}$ cm²/s the length unit is $\sqrt{D_{\rm ref}t}=189.7$ µm. The root finder needed 16 shots and gave $k_1=-0.51397$ and $k_2=1.10109$ in units of $\sqrt{D_{\rm ref}}$. The element method, with 3000 elements per phase, agrees to within $10^{-5}$. The fronts lie at $-0.51397\times189.7=-97.5$ µm and $1.10109\times189.7=208.9$ µm, so the β layer is 306 µm thick ($3.06\times10^6$ angstrom).

The balances can be read in physical units. At the first front zinc flows toward the copper at 5.512 nm/s on the β side and 4.970 nm/s on the α side (atomic fraction times velocity). The difference, 0.542, equals the front speed times the gap, $13.544\times0.04$. At the second front the flow changes from 4.808 to 3.067 nm/s, and $29.016\times0.06=1.741$ accounts for the change. The zinc gained left of the weld equals 42.2 µm of pure solute, and the same amount is lost on the right. The residuals recovered from the two moments are below $10^{-11}$ in scaled units.

The α zone is thin: 3.0 µm separate the 1 at.% point from the front. This is the limit of a sluggish end phase. Across so thin a zone $\lambda\approx k_1$, so (6) gives $u\approx\tfrac12|k_1|(c-c_L)$ for any form of $D$ that keeps the zone this thin. In physical units the flow into α should be about $13.544\times0.36=4.88$ nm/s, 2% below the computed 4.97. The front overtakes nearly all the zinc that diffuses ahead of it. This is why the 52-fold variation of $D$ in α hardly matters: replacing it by its composition average changes the layer thickness by less than 0.01%. Averaging $D$ in all three phases changes it by $-0.9$%, of which about $-0.8$ comes from β and the rest from γ. A couple with a fast, strongly varying end phase has no such protection.

Doubling $D$ in β alone thickens the layer by 45.8%, more than the $\sqrt2-1=41.4$% that follows from doubling $D$ everywhere. The scaling shows what the excess means. Doubling β alone equals doubling everything and then halving α and γ, and that second step adds a factor $1.458/1.414=1.03$. Slower end phases leave a thicker β layer here.

## How far the model reaches

The phase boundaries and diffusivities are round values in the rough regime of the copper–zinc brasses, not assessed data, and 306 µm is the model's answer, not a measurement. Of the changes tried here, doubling the β diffusivity matters most: it thickens the layer by nearly half. Raising the zinc-rich edge of β by 0.01 adds 7.4%. A furnace 5 K too hot adds 3.2% through the diffusivities alone, with rough activation energies of 1.9, 1.0 and 1.2 eV in α, β and γ; the phase boundaries, which also shift with temperature, are held fixed in this estimate. Real brasses also expand as they take up zinc. If both partial volumes are constant, zinc per unit volume obeys the same equations in the volume-fixed frame; a zinc partial volume 1.2 times that of copper then changes the thickness by 0.2%. Pores left by unequal atomic fluxes are not included or sized.

Three assumptions set limits on time and specimen size:

- **Thick ends.** Zinc depletion in γ falls to 1% of $c_R-c_\gamma$ at 638 µm from the weld. This depth grows as $\sqrt t$, so by this criterion a 2000 µm block serves for $3600\,(2000/638)^2\approx3.5\times10^4$ s.
- **Fast interfaces.** Suppose reaction at the fronts limits growth to a speed $\kappa$, with delays that add: $w^2/k_w^2+w/\kappa=t$, where $k_w\sqrt t=w_0$ is the ideal thickness. Putting $w=w_0(1-\delta)$ with small $\delta$ gives $\delta\approx w_0/(2\kappa t)$, the ideal growth rate divided by $\kappa$. That rate is 43 nm/s after one hour, so the loss is 1% if $\kappa$ is 100 times larger. At early times the ideal rate diverges as $1/\sqrt t$, and the parabolic law fails.
- **No zinc loss.** Zinc evaporates readily at this temperature. An open edge could disturb a rim about $4\sqrt{Dt}=984$ µm deep, using the largest $D$ in β, so the result applies to the interior of a wider joint.

The scheme also presumes that β does nucleate and that composition rises steadily across the couple. The remaining values are in the numerical output.

## Table of computed values

```
Temperature: 950 K
Annealing time: 3600 s
Compositions, left to right (Zn fraction): 0.0 0.36 0.4 0.53 0.59 0.66
D in alpha, low and high Zn: 2.000e-11 1.049e-09 cm2/s
Slope d(ln D)/dc in alpha: 11.0
Activation energy in alpha: 1.9 eV
D in beta, low and high Zn: 1.000e-07 1.682e-07 cm2/s
Slope d(ln D)/dc in beta: 4.0
Activation energy in beta: 1.0 eV
D in gamma, low and high Zn: 5.000e-08 7.095e-08 cm2/s
Slope d(ln D)/dc in gamma: 5.0
Activation energy in gamma: 1.2 eV
Length unit sqrt(D_ref t), D_ref = 1e-7 cm2/s: 189.74 um
Tail start lam_s/sqrt(D_ref): -0.540036
Shots used by the root finder: 16
Trial start -0.538956 gives final Zn fraction 0.659124
Trial start -0.540036 gives final Zn fraction 0.660000
Trial start -0.541116 gives final Zn fraction 0.660877
k1/sqrt(D_ref), shooting: -0.513971
k2/sqrt(D_ref), shooting: 1.101091
k1/sqrt(D_ref), element method: -0.513970
k2/sqrt(D_ref), element method: 1.101095
Alpha/beta front position: -97.52 um
Beta/gamma front position: 208.92 um
Beta layer thickness: 306.44 um
Beta layer thickness: 3.0644e+06 angstrom
Zn flow toward copper at alpha/beta, left and right side: 4.9698 5.5116 nm/s
Velocity of alpha/beta front: -13.5443 nm/s
Zn flow toward copper at beta/gamma, left and right side: 4.8084 3.0674 nm/s
Velocity of beta/gamma front: 29.0163 nm/s
Zn fraction at the weld plane: 0.4506
Alpha zone, 1 at.% Zn to front: 2.97 um
Zn gained left of weld (fraction x length): 42.2072 um
Zn change right of weld (fraction x length): -42.2072 um
Recovered Stefan residual 1 (scaled): 8.4e-12
Recovered Stefan residual 2 (scaled): 7.0e-13
False pass: total solute error (scaled): -6.8e-15
False pass: Stefan residual 1 (scaled): -0.06147
False pass: Stefan residual 2 (scaled): 0.06147
False pass: first-moment error (scaled): 0.05293
Constant-D test, largest error of k (scaled): 1.9e-10
Time-march test, k1 k2: -0.4811 0.5531; shooting: -0.4825 0.5546 (scaled)
Thickness change, phase-averaged D: -0.92 %
Thickness change, Zn partial volume 1.2 x Cu: 0.22 %
Thickness change, 5 K hotter: 3.16 %
Thickness change, beta high edge +0.01: 7.43 %
Thickness change, D of beta doubled: 45.84 %
Gamma block needed (1% depletion depth): 638 um
Time limit for a 2000 um gamma block: 35336 s
Layer growth rate at end of anneal: 42.5606 nm/s
Thickness loss if reaction limit is 100 x this rate: 1.00 %
Rim depth open to zinc loss, 4 sqrt(D t): 984 um
```
